# Isotope Lines of Interstitial Oxygen in Natural Germanium: verification in Python

```python
"""Stretch lines of interstitial oxygen in natural germanium.

Result under test: if the antisymmetric Ge-O-Ge stretch frequency depends
only on S = A1 + A2 (sum of the mass numbers of the two Ge neighbours),
five stable Ge isotopes give eleven lines. The program also tests why and
how well the frequency depends on S alone.

Symbols: k = Ge-O spring, m = oxygen mass, M1, M2 = neighbour masses (u),
c = |cos(apex angle)|, d = half the neighbour mass difference.
Internal units: mass in u, frequency in 1/cm, spring in u/cm^2.
Masses are set equal to mass numbers. Material inputs are rough values.
"""
from itertools import combinations_with_replacement
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.signal import find_peaks
from pyscf.data import elements

fractions = {70: 0.21, 72: 0.27, 73: 0.08, 74: 0.36, 76: 0.08}
stretch_ref = 860.0       # 1/cm, for two neighbours of mass 73
apex_deg = 140.0
bond_length = 1.75e-10    # m
lattice_top = 300.0       # 1/cm
m_oxygen = 16.0
defect_sum = 0.004        # u, rough spread of true mass sums at equal S


def assemble(n_atoms, bonds):
    """Cartesian force-constant matrix of central bond springs."""
    hess = np.zeros((3 * n_atoms, 3 * n_atoms))
    for i, j, direction, spring in bonds:
        block = spring * np.outer(direction, direction)
        a, b = slice(3 * i, 3 * i + 3), slice(3 * j, 3 * j + 3)
        hess[a, a] += block
        hess[b, b] += block
        hess[a, b] -= block
        hess[b, a] -= block
    return hess


def top_mode(masses, hess):
    """Highest frequency and the kinetic-energy share of each atom."""
    w = np.repeat(np.asarray(masses, float), 3) ** -0.5
    values, vectors = np.linalg.eigh(hess * np.outer(w, w))
    shares = (vectors[:, -1].reshape(-1, 3) ** 2).sum(axis=1)
    return np.sqrt(values[-1]), shares


# ---- Counting: explicit pairs against the squared isotope polynomial
pairs = list(combinations_with_replacement(sorted(fractions), 2))
groups = {}
for pair in pairs:
    groups.setdefault(sum(pair), []).append(pair)
sums = sorted(groups)


def pair_weight(pair):
    a, b = pair
    return fractions[a] * fractions[b] * (1 if a == b else 2)


weights = {s: sum(pair_weight(p) for p in groups[s]) for s in sums}
x = sp.symbols("x")
poly = sp.Poly(sum(sp.Rational(str(p)) * x**a
                   for a, p in fractions.items()) ** 2, x)
poly_weights = {mon[0]: float(co) for mon, co in poly.terms()}
assert set(poly_weights) == set(sums)
assert len(sums) == 11 and len(pairs) == 15
assert all(abs(poly_weights[s] - weights[s]) < 1e-12 for s in sums)
assert abs(sum(weights.values()) - 1) < 1e-12
mean_mass = sum(a * p for a, p in fractions.items())
# rough fractions and mass numbers: agreement to 0.2 u is expected
assert abs(mean_mass - elements.MASSES[32]) < 0.2
no73 = [a for a in fractions if a != 73]
lines_no73 = len({a + b for a in no73 for b in no73})
assert lines_no73 < len(sums)

# ---- Bent Ge-O-Ge unit: closed formula against diagonalization
half = np.radians(apex_deg / 2)
c = abs(np.cos(2 * half))
k = stretch_ref**2 / ((1 + c) / m_oxygen + 2 / 146)
to_newton = const.atomic_mass * (2 * np.pi * const.c * 100) ** 2
e_right = np.array([np.sin(half), -np.cos(half), 0.0])
e_left = np.array([-np.sin(half), -np.cos(half), 0.0])
core_bonds = [(0, 1, e_right, k), (0, 2, e_left, k)]
core_hess = assemble(3, core_bonds)


def core_freq(m1, m2, mo=m_oxygen):
    return top_mode([mo, m1, m2], core_hess)[0]


def closed_freq(m1, m2):
    u1, u2 = 1 / m1, 1 / m2
    root = np.sqrt((c / m_oxygen) ** 2 + (u1 - u2) ** 2 / 4)
    return np.sqrt(k * (1 / m_oxygen + (u1 + u2) / 2 + root))


def sum_law(s):
    return np.sqrt(k * ((1 + c) / m_oxygen + 2 / s))


freq = {p: core_freq(*p) for p in pairs}
for p in pairs:
    assert abs(freq[p] - closed_freq(*p)) < 1e-6
    mean, d = sum(p) / 2, (p[1] - p[0]) / 2
    shift = freq[p] - sum_law(sum(p))
    second = k * d**2 * (1 / mean**3 + m_oxygen / (2 * c * mean**4))
    second /= 2 * sum_law(sum(p))
    assert abs(shift - second) < 0.02 * second + 1e-7

slope = -k / (stretch_ref * 146**2)
slope_num = (core_freq(73.05, 73.05) - core_freq(72.95, 72.95)) / 0.2
assert abs(slope_num / slope - 1) < 1e-3


def spread_and_gap(table):
    """Largest width of one sum group; smallest gap between groups."""
    low = [min(table[p] for p in groups[s]) for s in sums]
    high = [max(table[p] for p in groups[s]) for s in sums]
    spread = max(h - l for h, l in zip(high, low))
    gap = min(low[i] - high[i + 1] for i in range(len(sums) - 1))
    return spread, gap


spread, gap = spread_and_gap(freq)
assert 0 < spread < gap

# ---- Spectra made from all fifteen pair frequencies
grid = np.arange(min(freq.values()) - 3, max(freq.values()) + 3, 0.0005)


def count_peaks(fwhm):
    signal = sum(pair_weight(p) / (1 + ((grid - freq[p]) / (fwhm / 2)) ** 2)
                 for p in pairs)
    return len(find_peaks(signal)[0])


widths = (0.01, 0.10, 1.00)
peak_counts = [count_peaks(w) for w in widths]
assert peak_counts[1] == len(sums)
assert peak_counts[0] > len(sums) > peak_counts[2]

# ---- Lattice spring, checked on the two-atom crystal cell
k_back = 3 * mean_mass * lattice_top**2 / 8
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
tetra = tetra / np.sqrt(3)
cell = assemble(2, [(0, 1, e, k_back) for e in tetra])
assert abs(top_mode([mean_mass] * 2, cell)[0] - lattice_top) < 1e-6

# ---- Nine-atom cluster: three back bonds on each neighbour.
# Oxygen is displaced along a twofold axis, so the sites are equivalent.
cluster_bonds = list(core_bonds)
atom = 3
for neighbour, side, start in ((1, 1, 90), (2, -1, 270)):
    for turn in (0, 120, 240):
        phi = np.radians(start + turn)
        radial = np.sqrt(8) / 3
        e = np.array([side / 3, radial * np.cos(phi), radial * np.sin(phi)])
        cluster_bonds.append((neighbour, atom, e, k_back))
        atom += 1
cluster_hess = assemble(9, cluster_bonds)


def cluster_mode(m1, m2, outer=mean_mass):
    return top_mode([m_oxygen, m1, m2] + [outer] * 6, cluster_hess)


cluster_freq = {p: cluster_mode(*p)[0] for p in pairs}
for a, b in pairs:
    assert abs(cluster_freq[(a, b)] - cluster_mode(b, a)[0]) < 1e-6
c_spread, c_gap = spread_and_gap(cluster_freq)
assert c_spread < c_gap
back_shift = cluster_freq[(73, 73)] - freq[(73, 73)]
c_slope = (cluster_mode(73.05, 73.05)[0]
           - cluster_mode(72.95, 72.95)[0]) / 0.2
outer_shift = abs(cluster_mode(73, 73, 76)[0] - cluster_mode(73, 73, 70)[0])
assert outer_shift < 0.1 * c_gap
shares = cluster_mode(73, 73)[1]

# ---- Other neglected effects
o18_shift = core_freq(73, 73, 18.0) - stretch_ref
defect_shift = abs(slope) * defect_sum
assert defect_shift < 0.1 * gap
radius = bond_length * np.cos(half)
mass_kg = m_oxygen * const.atomic_mass
per_cm = const.h * const.c * 100
rotor = const.hbar**2 / (2 * mass_kg * radius**2) / per_cm
n_ring = 300
step = 2 * np.pi * radius / n_ring
eye = np.eye(n_ring)
ring = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
ring_levels = np.linalg.eigvalsh(ring) * (
    const.hbar**2 / (2 * mass_kg * step**2) / per_cm)
# finite step on the ring: relative error below 1e-3
assert abs((ring_levels[1] - ring_levels[0]) / rotor - 1) < 1e-3


def ground_population(temperature):
    thermal = const.k * temperature / per_cm
    levels = rotor * np.arange(-60, 61) ** 2
    return 1 / np.exp(-levels / thermal).sum()


# ---- Output
print("Inputs (rough typical values)")
print("isotope fractions:", fractions)
print(f"stretch for 73+73: {stretch_ref:.0f} cm^-1")
print(f"apex angle: {apex_deg:.0f} deg; c = {c:.4f}")
print(f"Ge-O length: {bond_length * 1e10:.2f} angstrom")
print(f"top lattice frequency: {lattice_top:.0f} cm^-1")
print(f"oxygen mass: {m_oxygen:.0f} u; mean Ge mass: {mean_mass:.2f} u")
print(f"Ge-O spring k: {k * to_newton:.1f} N/m")
print(f"Ge-Ge spring: {k_back * to_newton:.1f} N/m")
print("Counting")
print(f"unordered pairs: {len(pairs)}; distinct sums: {len(sums)}")
print(f"distinct sums without Ge-73: {lines_no73}")
print("sum | weight % | sum-law frequency cm^-1 | pairs")
for s in sums:
    names = ", ".join(f"{a}+{b}" for a, b in groups[s])
    print(f"{s} | {100 * weights[s]:.2f} | {sum_law(s):.2f} | {names}")
print("Quality of the sum rule (bent Ge-O-Ge unit)")
print(f"slope at S=146: {slope:.3f} cm^-1 per u")
for p in groups[146]:
    print(f"pair {p[0]}+{p[1]}: {freq[p]:.3f} cm^-1")
print(f"largest spread within one sum: {spread:.3f} cm^-1")
print(f"smallest gap between sums: {gap:.3f} cm^-1")
for w, n in zip(widths, peak_counts):
    print(f"peaks at full linewidth {w:.2f} cm^-1: {n}")
print("Neglected effects")
print(f"back bonds, common shift: {back_shift:.2f} cm^-1")
print(f"slope with back bonds: {c_slope:.3f} cm^-1 per u")
print(f"spread, gap with back bonds: {c_spread:.3f}, {c_gap:.3f} cm^-1")
print(f"kinetic share of O: {100 * shares[0]:.1f} %")
print(f"kinetic share of two neighbours: {100 * shares[1:3].sum():.1f} %")
print(f"kinetic share of six outer Ge: {100 * shares[3:].sum():.3f} %")
print(f"six outer Ge from 70 to 76: {outer_shift:.4f} cm^-1")
print(f"mass defect of {defect_sum:.3f} u: {defect_shift:.4f} cm^-1")
print(f"oxygen-18 shift: {o18_shift:.1f} cm^-1")
print(f"free-rotor quantum: {rotor:.1f} cm^-1")
for t in (2, 10):
    print(f"rotor ground population at {t} K: {ground_population(t):.2f}")
print("PASS")
```

Printed output:

```
Inputs (rough typical values)
isotope fractions: {70: 0.21, 72: 0.27, 73: 0.08, 74: 0.36, 76: 0.08}
stretch for 73+73: 860 cm^-1
apex angle: 140 deg; c = 0.7660
Ge-O length: 1.75 angstrom
top lattice frequency: 300 cm^-1
oxygen mass: 16 u; mean Ge mass: 72.70 u
Ge-O spring k: 351.2 N/m
Ge-Ge spring: 144.6 N/m
Counting
unordered pairs: 15; distinct sums: 11
distinct sums without Ge-73: 7
sum | weight % | sum-law frequency cm^-1 | pairs
140 | 4.41 | 862.03 | 70+70
142 | 11.34 | 861.34 | 70+72
143 | 3.36 | 861.00 | 70+73
144 | 22.41 | 860.66 | 70+74, 72+72
145 | 4.32 | 860.33 | 72+73
146 | 23.44 | 860.00 | 70+76, 72+74, 73+73
147 | 5.76 | 859.68 | 73+74
148 | 17.28 | 859.36 | 72+76, 74+74
149 | 1.28 | 859.04 | 73+76
150 | 5.76 | 858.73 | 74+76
152 | 0.64 | 858.12 | 76+76
Quality of the sum rule (bent Ge-O-Ge unit)
slope at S=146: -0.325 cm^-1 per u
pair 70+76: 860.092 cm^-1
pair 72+74: 860.010 cm^-1
pair 73+73: 860.000 cm^-1
largest spread within one sum: 0.092 cm^-1
smallest gap between sums: 0.238 cm^-1
peaks at full linewidth 0.01 cm^-1: 14
peaks at full linewidth 0.10 cm^-1: 11
peaks at full linewidth 1.00 cm^-1: 1
Neglected effects
back bonds, common shift: 1.05 cm^-1
slope with back bonds: -0.338 cm^-1 per u
spread, gap with back bonds: 0.098, 0.246 cm^-1
kinetic share of O: 88.5 %
kinetic share of two neighbours: 11.5 %
kinetic share of six outer Ge: 0.012 %
six outer Ge from 70 to 76: 0.0042 cm^-1
mass defect of 0.004 u: 0.0013 cm^-1
oxygen-18 shift: -43.6 cm^-1
free-rotor quantum: 2.9 cm^-1
rotor ground population at 2 K: 0.81
rotor ground population at 10 K: 0.37
PASS
```
